# Picosecond Brillouin oscillations at normal incidence: derivation of the frequency: a numerical check

```python
"""Picosecond Brillouin oscillations at normal incidence.

Result under test: a strain pulse eta0(z - v t) moving into a half-space of
index N = n + i kappa modulates the reflectance of light of vacuum wavelength
lambda as
  dR/R0 = Re{ 4 i k0 P/(1-N^2) * eta_q * exp(2 i N k0 v t) },
so the frequency is f = 2 n v / lambda and the amplitude decays as
exp(-alpha v t), alpha = 4 pi kappa / lambda.
Symbols: k0 = 2 pi/lambda, P = d(epsilon)/d(strain),
eta_q = integral of eta0(s) exp(2 i N k0 s) ds.  Fields vary as exp(-i w t).
Lengths are in nm and times in ps, so 1 nm/ps = 1000 m/s and 1/ps = 1000 GHz.
The independent side solves the full wave equation layer by layer, and a
time-domain Maxwell simulation tests the Doppler correction.
"""
import numpy as np
from scipy.constants import c as light_speed
from scipy.optimize import minimize_scalar

P = -3.0
peak_strain = 1.0e-4
sigma = 30.0
times = np.arange(40.0, 441.0, 1.0)


def bipolar_pulse(s):
    """Compression leads, expansion follows; largest |strain| is peak_strain."""
    x = s / sigma
    return -peak_strain * np.sqrt(np.e) * x * np.exp(-x**2 / 2)


def bipolar_transform(q):
    return (-1j * peak_strain * np.sqrt(2 * np.pi * np.e) * q * sigma**2
            * np.exp(-(q * sigma)**2 / 2))


def box_pulse(length):
    return lambda s: peak_strain * (np.abs(s) < length / 2)


def full_reflectance(index, wavelength, velocity, pulse, ambient=1.0):
    """Carry the admittance E'/(i k0 E) from great depth up to the surface."""
    dz = 1.0
    k0 = 2 * np.pi / wavelength
    layers = int(velocity * times[-1] + 260.0)
    admittance = np.full(times.size, index, dtype=complex)
    for j in range(layers - 1, -1, -1):
        strain = pulse((j + 0.5) * dz - velocity * times)
        layer_index = np.sqrt(index**2 + P * strain + 0j)
        tangent = np.tan(layer_index * k0 * dz)
        admittance = ((admittance - 1j * layer_index * tangent)
                      / (1 - 1j * admittance / layer_index * tangent))
    return np.abs((ambient - admittance) / (ambient + admittance))**2


def relative_change(index, wavelength, velocity, pulse):
    bare = abs((1 - index) / (1 + index))**2
    return full_reflectance(index, wavelength, velocity, pulse) / bare - 1


def peak_frequency(t, signal, low, high):
    """Frequency at which the Hann-windowed Fourier amplitude is largest."""
    weighted = signal * np.hanning(t.size)

    def negative_amplitude(f):
        return -abs(np.sum(weighted * np.exp(2j * np.pi * f * t)))

    grid = np.linspace(low, high, 161)
    best = grid[np.argmin([negative_amplitude(f) for f in grid])]
    step = grid[1] - grid[0]
    return minimize_scalar(negative_amplitude, bounds=(best - step, best + step),
                           method="bounded", options={"xatol": 1e-9}).x


def amplitude_at(t, signal, f):
    window = np.hanning(t.size)
    return 2 * abs(np.sum(window * signal * np.exp(2j * np.pi * f * t))) / window.sum()


# Worked example: full solution against the derived trace
n, kappa, wavelength, velocity = 2.0, 0.02, 800.0, 6.0
N = n + 1j * kappa
k0 = 2 * np.pi / wavelength
r0, t0 = (1 - N) / (1 + N), 2 / (1 + N)
eta_q = bipolar_transform(2 * N * k0)
prefactor = 4j * k0 * P / (1 - N**2) * eta_q
derived = np.real(prefactor * np.exp(2j * N * k0 * velocity * times))
full = relative_change(N, wavelength, velocity, bipolar_pulse)
trace_error = np.max(np.abs(full - derived)) / np.max(np.abs(derived))
assert trace_error < 1e-3

f = 2 * n * velocity / wavelength
f_full = peak_frequency(times, full, 0.01, 0.12)
assert abs(f_full / f - 1) < 2e-4

alpha = 4 * np.pi * kappa / wavelength
early = amplitude_at(times[:201], full[:201], f)
late = amplitude_at(times[200:], full[200:], f)
decay_full = np.log(early / late) / (times[200] - times[0])
assert abs(decay_full / (alpha * velocity) - 1) < 0.01

# The frequency law for other indices, speeds and wavelengths
other_cases = []
for n_i, v_i, wavelength_i in ((1.5, 5.0, 400.0), (3.0, 8.0, 600.0)):
    trace = relative_change(n_i, wavelength_i, v_i, bipolar_pulse)
    found = peak_frequency(times, trace, 0.01, 0.12)
    law = 2 * n_i * v_i / wavelength_i
    assert abs(found / law - 1) < 2e-4
    other_cases.append((n_i, v_i, wavelength_i, found, law))

# Without a surface reflection the scattered light gives no oscillation
matched = full_reflectance(n, wavelength, velocity, bipolar_pulse, ambient=n)
matched_derived = abs(k0 / (2 * n) * P * bipolar_transform(2 * n * k0))**2
matched_spread = np.ptp(matched) / np.mean(matched)
assert matched_spread < 1e-6
assert abs(np.mean(matched) / matched_derived - 1) < 1e-3

# A box of length lambda/(2n) has no Fourier component at 2 n k0
acoustic_wavelength = wavelength / (2 * n)
half_box = relative_change(n, wavelength, velocity, box_pulse(acoustic_wavelength / 2))
whole_box = relative_change(n, wavelength, velocity, box_pulse(acoustic_wavelength))
half_amplitude = amplitude_at(times, half_box, f)
whole_amplitude = amplitude_at(times, whole_box, f)
half_derived = 4 * k0 * abs(P / (1 - n**2)) * peak_strain / (n * k0)
assert abs(half_amplitude / half_derived - 1) < 2e-3
assert whole_amplitude / half_amplitude < 2e-3
assert abs(peak_frequency(times, half_box, 0.01, 0.12) / f - 1) < 2e-4


def simulated_scattered_frequency(index, speed):
    """Maxwell equations in time, with c = 1 and vacuum wavelength 1.

    Two runs, without and with a moving change of epsilon, are subtracted, so
    only the light scattered by the moving change is left at the detector.
    """
    dz = 1 / 60
    dt = 0.9 * dz
    z = np.arange(-2.0, 8.0, dz)
    epsilon = np.ones((2, z.size))
    background = np.where(z > 0, index**2, 1.0)
    epsilon[:] = background
    D = np.zeros((2, z.size))
    E = np.zeros((2, z.size))
    H = np.zeros((2, z.size - 1))
    source, detector = 60, 20
    left = (dt - dz) / (dt + dz)
    right = (dt / index - dz) / (dt / index + dz)
    steps = int(250 / dt)
    record = np.zeros(steps)
    for m in range(steps):
        t = (m + 1) * dt
        H -= dt / dz * (E[:, 1:] - E[:, :-1])
        D[:, 1:-1] -= dt / dz * (H[:, 1:] - H[:, :-1])
        D[:, source] += dt / dz * min(t / 10, 1.0) * np.sin(2 * np.pi * t)
        centre = 1.5 + speed * t
        epsilon[1] = background + 0.02 * np.exp(-((z - centre) / 0.08)**2 / 2) * (z > 0)
        old_left, old_right = E[:, :2].copy(), E[:, -2:].copy()
        E = D / epsilon
        E[:, 0] = old_left[:, 1] + left * (E[:, 1] - old_left[:, 0])
        E[:, -1] = old_right[:, 0] + right * (E[:, -2] - old_right[:, 1])
        record[m] = E[1, detector] - E[0, detector]
    t_all = dt * np.arange(1, steps + 1)
    late_part = t_all > 50
    return peak_frequency(t_all[late_part], record[late_part], 0.90, 0.98)


fast_n, fast_v = 1.5, 0.02
beat_simulated = 1 - simulated_scattered_frequency(fast_n, fast_v)
beat_simple = 2 * fast_n * fast_v
beat_doppler = beat_simple / (1 + fast_n * fast_v)
assert abs(beat_simulated / beat_doppler - 1) < 4e-3
assert abs(beat_simulated / beat_simple - 1) > 0.02

beta = n * velocity * 1000 / light_speed
sample = 60
print(f"index n = {n:.2f}, kappa = {kappa:.3f}")
print(f"vacuum wavelength = {wavelength:.0f} nm")
print(f"sound speed = {velocity * 1000:.0f} m/s")
print(f"P = d(epsilon)/d(strain) = {P:.1f}")
print(f"peak strain = {peak_strain:.1e}, width parameter = {sigma:.0f} nm")
print(f"k0 = {k0:.6f} 1/nm")
print(f"2 n k0 = {2 * n * k0:.6f} 1/nm")
print(f"r0 = {r0.real:.5f} {r0.imag:+.5f} i")
print(f"t0 = {t0.real:.5f} {t0.imag:+.5f} i")
print(f"bare reflectance R0 = {abs(r0)**2:.5f}")
print(f"pulse transform eta_q = {eta_q.real:.3e} {eta_q.imag:+.3e} i nm")
print(f"Brillouin frequency 2nv/lambda = {f * 1000:.4f} GHz")
print(f"frequency from full wave solution = {f_full * 1000:.4f} GHz")
print(f"period = {1 / f:.3f} ps")
print(f"acoustic wavelength lambda/(2n) = {acoustic_wavelength:.1f} nm")
print(f"absorption coefficient alpha = {alpha * 1000:.4f} 1/um")
print(f"decay time 1/(alpha v) = {1 / (alpha * velocity):.1f} ps")
print(f"decay time from full wave solution = {1 / decay_full:.1f} ps")
print(f"dR/R0 amplitude extrapolated to t=0 = {abs(prefactor):.4e}")
print(f"dR/R0 phase at t=0 = {np.angle(prefactor):.4f} rad")
print(f"dR/R0 at t = {times[sample]:.0f} ps, derived = {derived[sample]:.4e}")
print(f"dR/R0 at t = {times[sample]:.0f} ps, full = {full[sample]:.4e}")
print(f"largest trace error / largest signal = {trace_error:.1e}")
for n_i, v_i, wavelength_i, found, law in other_cases:
    print(f"n={n_i:.1f}, v={v_i * 1000:.0f} m/s, lambda={wavelength_i:.0f} nm: "
          f"full {found * 1000:.3f} GHz, law {law * 1000:.3f} GHz")
print(f"index-matched, kappa=0: mean reflectance = {np.mean(matched):.4e}")
print(f"index-matched, kappa=0: derived |dr|^2 = {matched_derived:.4e}")
print(f"index-matched: relative spread in time = {matched_spread:.1e}")
print(f"box {acoustic_wavelength / 2:.0f} nm, kappa=0: dR/R0 amplitude = {half_amplitude:.4e}")
print(f"box {acoustic_wavelength:.0f} nm, kappa=0: dR/R0 amplitude = {whole_amplitude:.1e}")
print(f"fast-pulse simulation: n = {fast_n:.1f}, v/c = {fast_v:.2f}")
print(f"simulated beat = {beat_simulated:.5f} c/lambda")
print(f"beat with Doppler correction = {beat_doppler:.5f} c/lambda")
print(f"beat without correction = {beat_simple:.5f} c/lambda")
print(f"n v/c in the worked example = {beta:.3e}")
print(f"Doppler lowering of f in the example = {f * 1e6 * beta / (1 + beta):.3f} MHz")
print("ALL CHECKS PASSED")
```

It prints:

```
index n = 2.00, kappa = 0.020
vacuum wavelength = 800 nm
sound speed = 6000 m/s
P = d(epsilon)/d(strain) = -3.0
peak strain = 1.0e-04, width parameter = 30 nm
k0 = 0.007854 1/nm
2 n k0 = 0.031416 1/nm
r0 = -0.33336 -0.00444 i
t0 = 0.66664 -0.00444 i
bare reflectance R0 = 0.11115
pulse transform eta_q = 8.372e-06 -7.495e-03 i nm
Brillouin frequency 2nv/lambda = 30.0000 GHz
frequency from full wave solution = 30.0001 GHz
period = 33.333 ps
acoustic wavelength lambda/(2n) = 200.0 nm
absorption coefficient alpha = 0.3142 1/um
decay time 1/(alpha v) = 530.5 ps
decay time from full wave solution = 530.5 ps
dR/R0 amplitude extrapolated to t=0 = 2.3542e-04
dR/R0 phase at t=0 = -0.0255 rad
dR/R0 at t = 100 ps, derived = 1.9491e-04
dR/R0 at t = 100 ps, full = 1.9491e-04
largest trace error / largest signal = 1.1e-04
n=1.5, v=5000 m/s, lambda=400 nm: full 37.500 GHz, law 37.500 GHz
n=3.0, v=8000 m/s, lambda=600 nm: full 80.000 GHz, law 80.000 GHz
index-matched, kappa=0: mean reflectance = 1.9488e-09
index-matched, kappa=0: derived |dr|^2 = 1.9489e-09
index-matched: relative spread in time = 1.7e-10
box 100 nm, kappa=0: dR/R0 amplitude = 2.0001e-04
box 200 nm, kappa=0: dR/R0 amplitude = 2.4e-08
fast-pulse simulation: n = 1.5, v/c = 0.02
simulated beat = 0.05829 c/lambda
beat with Doppler correction = 0.05825 c/lambda
beat without correction = 0.06000 c/lambda
n v/c in the worked example = 4.003e-05
Doppler lowering of f in the example = 1.201 MHz
ALL CHECKS PASSED
```
